# Split C-V Mobility: Choosing the Overlap Capacitance and the Integration Start

## A transistor that switches its capacitance on

Consider a gate over a channel of area $A$. Below a threshold voltage $V_T$ there are no electrons; above it the gate and channel form a capacitor with capacitance $C_{ox}$ per area. The magnitude of the electron charge per area is then $Q=C_{ox}(V-V_T)$ for $V>V_T$.

To find $Q$ by experiment, one measures the gate-to-channel capacitance, subtracts the part that does not belong to the channel, and integrates from a voltage $V_0<V_T$. Suppose the subtracted value is too large by a constant $\delta C$. The integral then loses the charge $\delta C\,(V-V_0)/A$. Relative to the true charge, the loss is

$$r=\frac{\delta C}{AC_{ox}}\,\frac{V-V_0}{V-V_T}
=\frac{\delta C}{AC_{ox}}\left[1+\frac{V_T-V_0}{V-V_T}\right].$$

The second form follows from $V-V_0=(V-V_T)+(V_T-V_0)$. Far above threshold, $r$ tends to the harmless ratio $\delta C/(AC_{ox})$. Just above threshold it diverges, because error has accumulated over the interval $V_T-V_0$, in which no charge was collected.

An extraction routine for split capacitance-voltage (split C-V) data therefore has two settings that matter at low density: the subtracted capacitance $C_{sub}$ and the start voltage $V_0$. A real channel turns on smoothly, which removes the divergence at $V_T$ but not its cause.

## What the routine computes

Source and drain are tied together for the capacitance measurement, and the body is grounded. A small change of gate voltage draws electrons through source and drain, while holes move through the body contact. The current at source and drain thus measures

$$C_{meas}=A\,C_{gc}+C_{ov},\qquad C_{gc}=\frac{dQ}{dV}.$$

Here $C_{ov}$ is the total overlap and fringe capacitance of both junctions. The gate voltage $V$ is counted from flat band. The extracted charge is

$$Q_{ext}(V)=\frac1A\int_{V_0}^{V}\left(C_{meas}-C_{sub}\right)dV'.$$

Mobility also needs the channel conductance. Let $V_c(y)$ be the shift of the electron quasi-Fermi potential along the channel, of width $W$ and length $L$. For a long channel the drift-diffusion current is $I_D=W\mu Q\,dV_c/dy$, and it does not depend on $y$. Integrating from source to drain gives

$$I_D=\frac WL\int_0^{V_D}\mu Q\,dV_c .$$

As $V_D\to0$, the conductance becomes $G=I_D/V_D=(W/L)\mu Q$. Hence

$$\mu_{ext}=\frac LW\frac{G}{Q_{ext}} .$$

I assume uniform doping, no gate leakage, no series resistance and, until a later section, no interface traps.

## A smooth channel from Poisson's equation

Testing the settings requires a channel whose charge is known independently of the capacitance integral. Let $\psi(x)$ be the potential relative to the bulk, $\phi_t=k_BT/q$ and $u=\psi/\phi_t$. With Boltzmann statistics and acceptor density $N_A$, the densities are $p=N_Ae^{-u}$ and $n=N_Abe^{u}$, where $b=(n_i/N_A)^2$. The fixed charge makes the bulk neutral, so

$$\rho=-qN_A\left[1-e^{-u}+b(e^u-1)\right].$$

Multiply Poisson's equation $\psi''=-\rho/\varepsilon_s$ by $\psi'$. The left side becomes $\tfrac12\,d(\psi'^2)/dx$. Integrating from the bulk, where $\psi=\psi'=0$, gives the field $E=-\psi'$:

$$E^2=\frac{2\phi_tqN_A}{\varepsilon_s}
\left[e^{-u}+u-1+b(e^u-u-1)\right].$$

Since $dx=-d\psi/E$, the electron charge in excess of the bulk value $n_0$ is

$$Q=q\int_0^{\psi_s}\frac{n-n_0}{E}\,d\psi .$$

The displacement is continuous at the oxide, $C_{ox}(V-\psi_s)=\varepsilon_sE_s$, where the subscript $s$ marks the surface. Therefore $V=\psi_s+\varepsilon_sE_s/C_{ox}$.

The capacitance follows by differentiating both relations. In $Q$, only the upper limit depends on $\psi_s$. In $V$, the first integral gives $E\,dE/d\psi=|\rho|/\varepsilon_s$. Thus

$$C_{gc}=\frac{q(n_s-n_0)/E_s}{1+|\rho_s|/(C_{ox}E_s)} .$$

This expression was tested against finite differences of the charge, and the field against Gauss's law. The model omits quantum confinement, carrier degeneracy and gate depletion, so its numerical values, in weak as well as strong inversion, illustrate the extraction rather than predict a particular device. Confinement, for example, moves the turn-on to a higher gate voltage.

## How the subtraction error enters

Write $C_{sub}=C_{ov}+\delta C$ with constant $\delta C$. The overlap cancels, leaving

$$Q_{ext}=Q(V)-Q(V_0)-\frac{\delta C}{A}(V-V_0).$$

For a start far enough below threshold, $Q(V_0)$ is negligible. Then

$$Q_{ext}=Q(1-r),\qquad r=\frac{\delta C\,(V-V_0)}{AQ},\qquad
\frac{\mu_{ext}}{\mu}=\frac1{1-r}.$$

The last relation compares mobilities at the same gate voltage, where $G$ is the same measured number. Subtracting too much makes the mobility too high; subtracting too little makes it too low. The two errors are not mirror images, since $1/(1-r)$ departs further from one than $1/(1+r)$.

### Why low density is worst

The absolute charge error $\delta C(V-V_0)/A$ is smallest near the start and grows with voltage. It is the relative error that is concentrated at low density. To find where it falls, count the charge from the start, $\Delta Q=Q(V)-Q(V_0)$, and let $\tilde r=\delta C(V-V_0)/(A\Delta Q)$. For $\delta C>0$,

$$\frac{d\ln\tilde r}{dV}=\frac1{V-V_0}-\frac{C_{gc}(V)}{\Delta Q}.$$

This is negative when $C_{gc}(V)>\Delta Q/(V-V_0)$, that is, when the capacitance exceeds its own mean since $V_0$. A rising $C_{gc}$ meets the condition at every $V>V_0$. If $C_{gc}$ later declines, the relative error keeps falling until the capacitance drops below that mean. For negative $\delta C$ the same holds for $|\tilde r|$.

In weak inversion $Q$ grows approximately as $e^{V/(m\phi_t)}$, where $m=dV/d\psi_s$ varies slowly. The relative error then behaves roughly as $(V-V_0)e^{-V/(m\phi_t)}$: going down in voltage, the charge vanishes exponentially while the accumulated error shrinks only linearly. Deep in strong inversion, where $C_{gc}$ approaches $C_{ox}$, the behaviour of the opening example is approached.

### The density below which nothing is extracted

With over-subtraction, $Q_{ext}$ vanishes where

$$AQ=\delta C\,(V-V_0).$$

The extracted mobility has a pole there. Below this density the charge is negative and the mobility has no meaning. This applies to an early start, where $Q(V_0)$ is negligible and $AC_{gc}(V_0)<\delta C$. If the start is late enough that $AC_{gc}(V_0)\ge\delta C$ and $C_{gc}$ rises, the integrand is never negative and $Q_{ext}$ vanishes only at $V_0$ itself. A steep rise of mobility towards low density can thus be produced by subtraction alone. Under-subtraction gives no pole, but it pulls the mobility down most at low density, where stronger Coulomb scattering would also lower it.

### Error of the plotted curve

When mobility is plotted against extracted density, the horizontal coordinate is wrong too. Define $s=d\ln\mu/d\ln Q$ for the true curve. To first order in $r$,

$$\ln\mu_{ext}=\ln\mu(Q)-\ln(1-r)\simeq\ln\mu(Q)+r,$$

$$\ln\mu(Q_{ext})\simeq\ln\mu(Q)+s\ln(1-r)\simeq\ln\mu(Q)-sr.$$

Subtracting the second line from the first gives the vertical displacement at fixed plotted density:

$$\ln\frac{\mu_{ext}}{\mu(Q_{ext})}\simeq r(1+s).$$

Where mobility rises with density, as when screening weakens Coulomb scattering, $s>0$ and the displacement is amplified. Where mobility falls with density, it is reduced, and for $s<-1$ it changes sign.

## A worked transistor

The example uses round parameters: $W=10$ µm, $L=1$ µm, a 2 nm oxide, $N_A=10^{17}$ cm⁻³ and 300 K. The total overlap is 6 fF, the subtraction error $\pm0.3$ fF (5% of the overlap), and $V_0=0.40$ V. With $\nu=N/(10^{12}\ \text{cm}^{-2})$ and $N=Q/q$, the assumed mobility in cm²/Vs obeys

$$\frac1\mu=\frac1{200(1+\nu)}+\frac{\nu^{0.3}}{900}.$$

The first term represents screened Coulomb scattering, the second phonon scattering.

At $N=10^{11}$ cm⁻² the gate voltage is 0.9866 V. The area is $10^{-7}$ cm², so $\delta C/A=3.0\times10^{-3}$ µF/cm². The charge error is

$$3.0\times10^{-3}\times(0.9866-0.4000)=1.76\times10^{-3}\ \text{µC/cm}^2 .$$

Dividing by $Q=1.602\times10^{-2}$ µC/cm² gives $r=0.110$. A 5% error in the overlap has become an 11% error in the charge. The four densities compare as follows, with mobilities in cm²/Vs:

| $N$ (cm⁻²) | $r$ | input $\mu$ | over-subtracted | under-subtracted |
|---|---:|---:|---:|---:|
| $3\times10^{10}$ | 34.1% | 190.8 | 288.8 | 142.2 |
| $10^{11}$ | 11.0% | 196.0 | 220.0 | 176.5 |
| $10^{12}$ | 1.39% | 276.9 | 280.8 | 273.1 |
| $10^{13}$ | 0.31% | 374.3 | 375.5 | 373.2 |

From the first row to the last, the absolute density error triples, from $1.0\times10^{10}$ to $3.1\times10^{10}$ cm⁻², while the relative error falls by a factor of 110. The over-subtracted curve also has a displaced minimum: its mobility is higher at $3\times10^{10}$ than at $10^{11}$ cm⁻², although the input mobility is lower there. The input law has only a shallow minimum, about 190.6 near $2.2\times10^{10}$ cm⁻², and tends to 200 at lower density. Over-subtraction moves the minimum above $10^{11}$ cm⁻² and turns the gentle rise below it into a steep one. The pole lies at $9.6\times10^9$ cm⁻².

At fixed plotted density, $s=0.048$ at $10^{11}$ cm⁻² raises the predicted displacement from 11.0% to 11.5%, in logarithmic units. At $10^{12}$ cm⁻², $s=0.25$ raises it from 1.39% to 1.74%. At $10^{13}$ cm⁻², $s=-0.09$ lowers it from 0.31% to 0.28%. To test this, the logarithmic displacement from the input curve is taken for the over- and the under-subtracted point, each at its own extracted density. Half the difference of the two displacements reproduces these predictions within the tested 2%.

With the correct subtraction, the input mobility is recovered within about 0.1%. At low density two small errors partly cancel in this comparison: the finite voltage step makes the charge slightly too large, and the finite drain bias makes the conductance slightly too large. For an exponential integrand, a trapezoidal step $h$ overestimates the charge by about $h^2/(12m^2\phi_t^2)$. Since $m>1$, a 5 mV step gives less than about 0.3%.

## Setting the subtracted capacitance

The value of $C_{sub}$ can be read from the plateau of $C_{meas}$ below threshold. Reading it at a voltage $V_p$ gives $C_{sub}=C_{ov}+AC_{gc}(V_p)$, if the overlap itself is constant. The channel signal still present at $V_p$ is therefore subtracted as though it were overlap, and the resulting $\delta C$ is positive.

In the example the residual is about $8\times10^{-8}$ fF at 0.40 V, 0.10 fF at 0.80 V and 0.61 fF at 0.85 V. The last 50 mV take the error from a third of the assumed 0.3 fF to twice that value. On the scale of the 6 fF overlap, the curve still looks nearly flat at 0.80 V. The plateau should be read well below the voltage at which an upturn becomes visible.

The one-dimensional model leaves out one real contribution. Below threshold the gate also couples to the junction sidewalls through the depleted silicon, and this inner fringe is screened once the inversion layer forms. It is therefore part of the plateau but not of the parasitic capacitance in inversion, so subtracting the plateau value over-subtracts above threshold. For a 2 nm oxide, abrupt junctions a few tens of nanometres deep and $W=10$ µm, the inner fringe can reach a few fF. That is well above the 0.3 fF assumed here and of order 1–2% of $AC_{ox}$. This error switches on near threshold and is not covered by the constant-$\delta C$ analysis.

The accuracy needed follows by solving $|r|\le\tau$ for the capacitance:

$$|\delta C|\le\tau\,\frac{AQ}{V-V_0}.$$

For $\tau=2\%$ at $10^{11}$ cm⁻² with the early start, the limit is $0.3\ \text{fF}\times2/11.0=0.055$ fF, or 0.9% of the overlap. At $10^{12}$ cm⁻² the same tolerance allows $0.3\times2/1.385=0.43$ fF. The lowest density of interest sets the requirement.

## Setting the start voltage

The plateau voltage and the integration start need not coincide. A later start accumulates less subtraction error but omits the charge $Q(V_0)$. With over-subtraction both effects lower the result, and their sum is the worst-case deficit

$$D(V_0)=Q(V_0)+\frac{|\delta C|}{A}(V-V_0).$$

At fixed upper voltage $V$, its derivative is $D'(V_0)=C_{gc}(V_0)-|\delta C|/A$. Setting this to zero gives the rule

$$A\,C_{gc}(V_0)=|\delta C| .$$

The second derivative is $dC_{gc}/dV_0$, which is positive while the capacitance rises, so the point is a minimum. Integration should begin where the channel signal equals the uncertainty of the subtraction. The rule does not contain the upper voltage, so one start serves every density above it.

In the example the rule gives $V_0=0.830$ V, and direct minimization agrees. At $10^{11}$ cm⁻² the omitted charge is 0.5%. The subtraction part is

$$\frac{3.0\times10^{-3}\times(0.9866-0.8303)}{1.602\times10^{-2}}=2.9\%,$$

so the total deficit, added before rounding, is 3.5%. The extraction itself gives 3.4%, against 10.9% for the start at 0.40 V. With under-subtraction the two parts have opposite signs and leave an excess of $2.9-0.5=2.4\%$.

The late start must be combined with an early plateau. Reading $C_{sub}$ at 0.83 V would add an error comparable to the one the late start is meant to contain.

## When the overlap drifts

The preference for low density was derived for constant $\delta C$. Junction overlap can depend on gate voltage. Suppose it is $C_{ov}+k(V-V_0)$ while the constant $C_{ov}$ is subtracted. The extracted charge then contains an excess, whose fraction of the true charge is

$$e=\frac1{AQ}\int_{V_0}^{V}k(V'-V_0)\,dV'=\frac{k(V-V_0)^2}{2AQ}.$$

For $k>0$ the mobility is too low. The logarithmic derivative is $2/(V-V_0)-C_{gc}/Q$, so $e$ is stationary where

$$C_{gc}(V-V_0)=2Q .$$

For the switching capacitor of the opening, this reads $V-V_0=2(V-V_T)$, or $V=2V_T-V_0$. Below that voltage the relative error falls as charge builds up; above it the quadratic numerator wins and the error rises.

For $k=0.5$ fF/V and $V_0=0.40$ V, the smooth channel gives $e=0.85\%$ at $10^{12}$ cm⁻², a minimum of 0.41% at $7.0\times10^{12}$ cm⁻², and 0.47% at $1.5\times10^{13}$ cm⁻². Low density remains the more sensitive end here, but high density is no longer the safest. If such drift is suspected, the error of a constant $C_{sub}$ must be estimated at both ends.

## Two other errors at low density

**Drain bias.** In weak inversion the surface potential hardly responds to the channel potential, so $Q\propto e^{-V_c/\phi_t}$. With nearly constant mobility, the current integral for one polarity gives

$$\frac{I_D}{V_D}=\frac WL\mu Q\,\frac{\phi_t}{V_D}\left(1-e^{-V_D/\phi_t}\right),$$

where $Q$ is the charge at the source. At $V_D=10$ mV the last factor is 0.829, and the full current integral at $10^{10}$ cm⁻² gives 0.835. The extracted mobility is about 16% too low even with a perfect capacitance.

Taking $G=[I_D(V_D)-I_D(-V_D)]/(2V_D)$ removes the first-order error. With $z=V_D/\phi_t$, the two exponentials combine to the factor $\sinh z/z\simeq1+z^2/6$. For the 2 mV used in the table, $z=0.077$ and the excess is 0.1%. This bias error should be removed before a low-density discrepancy is attributed to overlap.

**Interface traps.** Suppose traps fill during the slow gate sweep but do not follow the measuring signal. Let $C_s=d(\varepsilon_sE_s)/d\psi_s$, and let $C_{it}$ be the trap capacitance, both per area. The measuring signal sees

$$C_{gc}^{ac}=\frac{dQ}{d\psi_s}\,\frac{C_{ox}}{C_{ox}+C_s},$$

whereas the sweep obeys $dV=d\psi_s\,(C_{ox}+C_s+C_{it})/C_{ox}$. Their product is

$$C_{gc}^{ac}\,dV=dQ\left(1+\frac{C_{it}}{C_{ox}+C_s}\right).$$

The integral overestimates the mobile charge, and the mobility comes out too low, even when the overlap is correct. Raising the frequency does not cure this, because the stretching belongs to the slow sweep. This trap correction is an analytical estimate and is not part of the numerical example.

## A working procedure

1. Read $C_{sub}$ on the plateau well below the visible upturn, and estimate $|\delta C|$ from its scatter and slope. Scatter and slope do not reveal the inner fringe, which disappears in inversion and must be estimated separately, for example from devices of different length.
2. Start the integration where $C_{meas}-C_{sub}$, taken with the central $C_{sub}$, has risen from the plateau to $|\delta C|$. An error in $C_{sub}$ shifts this point: too high a value delays the start, too low a value advances it. If $C_{sub}$ is too low by the full $|\delta C|$, the plateau itself meets the condition, so check that the chosen start lies on the rise of the curve. Keep the same start in all extractions that follow.
3. Measure the conductance with both drain polarities, at a bias well below $\phi_t$.
4. Extract the mobility three times, with $C_{sub}$ and $C_{sub}\pm|\delta C|$, and plot each against its own extracted density. The spread then includes the factor $1+s$.
5. End the curve at the density where the spread exceeds the accepted tolerance. The spread does not show the charge omitted before the start, which is missing from all three extractions. In the example it is 0.5% at $10^{11}$ cm⁻², and its share grows towards lower density.

If the plateau has a clear slope, the constant-error band is not a sufficient uncertainty estimate, and the drift must be modelled or measured. The complete numerical output follows this text.

## Computed values

```
Temperature 300 K, thermal voltage 25.852 mV
Relative permittivity: semiconductor 12.0, oxide 4.0
Acceptors 1.0e+17 cm^-3, intrinsic density 1.0e+10 cm^-3
W 10.0 um, L 1.0 um, oxide 2.0 nm
Oxide capacitance 1.7708 uF/cm^2, times area 177.08 fF
Overlap 6.00 fF, subtraction error +/-0.30 fF
Start voltage 0.40 V, gate step 5.0 mV, drain bias +/-2.0 mV
Mobility law: Coulomb 200, phonon 900 cm^2/Vs, reference density 1.0e+12 cm^-2
N = 3.0e+10 cm^-2: V 0.9461 V, Q 4.8065e-03 uC/cm^2, G 9.175 uS
  charge error 1.023e+10 cm^-2, r 34.086 %
  mobility cm^2/Vs: input 190.75, correct 190.52, over 288.76, under 142.16
N = 1.0e+11 cm^-2: V 0.9866 V, Q 1.6022e-02 uC/cm^2, G 31.416 uS
  charge error 1.098e+10 cm^-2, r 10.985 %
  mobility cm^2/Vs: input 195.99, correct 195.87, over 220.02, under 176.51
  at fixed extracted density: s 0.0482, log shift 11.547 %, r(1+s) 11.515 %
N = 1.0e+12 cm^-2: V 1.1399 V, Q 1.6022e-01 uC/cm^2, G 443.694 uS
  charge error 1.385e+10 cm^-2, r 1.385 %
  mobility cm^2/Vs: input 276.92, correct 276.92, over 280.81, under 273.14
  at fixed extracted density: s 0.2538, log shift 1.737 %, r(1+s) 1.737 %
N = 1.0e+13 cm^-2: V 2.0500 V, Q 1.6022e+00 uC/cm^2, G 5997.283 uS
  charge error 3.090e+10 cm^-2, r 0.309 %
  mobility cm^2/Vs: input 374.32, correct 374.32, over 375.48, under 373.17
  at fixed extracted density: s -0.0943, log shift 0.280 %, r(1+s) 0.280 %
r falls monotonically from 0.433 V to 2.406 V
Pole for over-subtraction: V 0.9123 V, N 9.593e+09 cm^-2
Best start for N = 1e11 cm^-2: 0.8303 V (rule), 0.8303 V (minimization)
  lost charge at best start 0.525 %, total worst-case deficit 3.452 %
  extracted deficit: best start 3.351 %, start 0.40 V 10.879 %
Plateau read at 0.40 V: over-subtraction 8.189e-08 fF
Plateau read at 0.80 V: over-subtraction 1.016e-01 fF
Plateau read at 0.85 V: over-subtraction 6.050e-01 fF
Single polarity 10 mV at N = 1e10 cm^-2: mobility factor 0.8351, formula 0.8293
Overlap drift 0.50 fF/V: charge error at N = 1e12 cm^-2 0.8543 %
  minimum 0.4135 % at V 1.766 V, N 7.041e+12 cm^-2
  at V 2.50 V, N 1.477e+13 cm^-2: 0.4660 %
```
